# Helium and Beryllium Hartree-Fock on a Logarithmic Radial Grid

## One exponential

Let both electrons of helium occupy the same radial function $P(r)=2\zeta^{3/2}re^{-\zeta r}$, normalized so that $\int_0^\infty P^2dr=1$. Hartree atomic units are used throughout. The potential energy of one electron in the spherical charge cloud of the other is $Y(r)/r$, where

$$Y(r)=r\int_0^\infty\frac{P^2(s)}{\max(r,s)}\,ds .$$

This integral need not be done. Poisson's equation for a spherical charge reads $Y''=-P^2/r=-4\zeta^3re^{-2\zeta r}$, with $Y(0)=0$ and $Y(\infty)=1$, the total charge. The solution is

$$Y=1-(1+\zeta r)e^{-2\zeta r},$$

since $Y'=(\zeta+2\zeta^2r)e^{-2\zeta r}$ and $Y''=(2\zeta^2-2\zeta^2-4\zeta^3r)e^{-2\zeta r}$. The repulsion energy is

$$\int_0^\infty\frac{P^2Y}{r}dr=4\zeta^3\left[\frac1{4\zeta^2}-\frac1{16\zeta^2}-\frac{2\zeta}{64\zeta^3}\right]=\frac58\zeta .$$

Each electron has kinetic energy $\frac12\int P'^2dr=\zeta^2/2$ and nuclear attraction $-2\int P^2/r\,dr=-2\zeta$. Hence $E=\zeta^2-4\zeta+\frac58\zeta$. Its minimum is at $\zeta=27/16$, where $E=-(27/16)^2=-2.84766$ hartree.

Hartree-Fock theory frees the shape of $P$. The best $P$ then depends on $Y$, which depends on $P$, and both must be found numerically. The differential equation for $Y$ remains usable on a grid: it costs one tridiagonal solve, in a time proportional to the number of points, like the two running integrals into which the definition can be split.

## Energy and equations for s shells

Take a fixed point nucleus of charge $Z$, no relativity, and a single determinant of real orbitals $P_a(r)Y_{00}/r$. Shell $a$ holds $q_a=1$ or $2$ electrons, and at most one shell is half full. The orbitals satisfy $\langle P_a|P_b\rangle=\int P_aP_bdr=\delta_{ab}$.

For any pair of orbitals define

$$Y^k_{ab}(r)=r\int_0^\infty\frac{r_<^k}{r_>^{k+1}}P_a(s)P_b(s)\,ds ,$$

where $r_<$ and $r_>$ are the smaller and larger of $r$ and $s$. These functions come from the multipole expansion of $1/r_{12}$. Products of s orbitals have no angular dependence, so the angular integrals remove every term with $k>0$. I write $Y_{ab}$ for $Y^0_{ab}$ and need

$$I_a=\langle P_a|h|P_a\rangle,\quad h=-\tfrac12\frac{d^2}{dr^2}-\frac Zr,\quad F_{ab}=\int\frac{P_a^2Y_{bb}}r\,dr,\quad G_{ab}=\int\frac{P_aP_bY_{ab}}r\,dr .$$

Shell $a$ contains $q_a(q_a-1)/2$ pairs, with opposite spins and therefore no exchange. Two shells share $q_aq_b$ pairs. If at least one of them is full, half of these pairs have parallel spins and gain $-G_{ab}$. Thus

$$E=\sum_aq_aI_a+\sum_a\frac{q_a(q_a-1)}2F_{aa}+\sum_{a<b}q_aq_b\left(F_{ab}-\tfrac12G_{ab}\right).$$

Now vary $P_a$ by $\delta P$. Because $1/r_>$ is symmetric in $r$ and $s$, each occurrence of $P_a$ contributes equally:

$$\delta I_a=2\langle\delta P|hP_a\rangle,\qquad \delta F_{aa}=4\int\delta P\,\frac{Y_{aa}P_a}r\,dr,$$
$$\delta F_{ab}=2\int\delta P\,\frac{Y_{bb}P_a}r\,dr,\qquad \delta G_{ab}=2\int\delta P\,\frac{Y_{ab}P_b}r\,dr .$$

Orthonormality is imposed by subtracting $\sum_aq_a\varepsilon_{aa}(\langle P_a|P_a\rangle-1)+2\sum_{a<b}\lambda_{ab}\langle P_a|P_b\rangle$ from $E$, with $\lambda_{ab}=\lambda_{ba}$. Setting the variation to zero and dividing by $2q_a$ gives

$$F_aP_a=\varepsilon_{aa}P_a+\sum_{b\ne a}\varepsilon_{ab}P_b,\qquad \varepsilon_{ab}=\frac{\lambda_{ab}}{q_a},\tag{1}$$

where $F_aP_a=-\frac12P_a''+W_a$ and

$$rW_a=\Big[-Z+(q_a-1)Y_{aa}+\sum_{b\ne a}q_bY_{bb}\Big]P_a-\sum_{b\ne a}\frac{q_b}2Y_{ab}P_b .$$

## When an off-diagonal multiplier matters

Project (1) on $P_b$, and the equation for $P_b$ on $P_a$. Both projections contain the same $\lambda_{ab}$, so a solution must satisfy

$$q_a\langle P_b|F_aP_a\rangle=\lambda_{ab}=q_b\langle P_a|F_bP_b\rangle .\tag{2}$$

**Beryllium, $1s^22s^2$.** Both shells are full, and $F_1$ and $F_2$ are the same symmetric operator,

$$F\phi=h\phi+\frac1r\sum_b\left(2Y_{bb}\phi-Y_{b\phi}P_b\right).$$

For $\phi=P_a$ the terms with $b=a$ combine to $2Y_{aa}P_a-Y_{aa}P_a=Y_{aa}P_a$, as required. Condition (2) then holds for any orthonormal pair and fixes nothing. The operator contains the orbitals through $\sum_bP_b(r)P_b(s)$, which a rotation of $P_1$ and $P_2$ leaves unchanged. The energy is $\sum_a\langle P_a|(h+F)P_a\rangle$, a trace, and is unchanged too. A non-zero $\varepsilon_{12}$ therefore reflects a choice of orbitals. Diagonalizing the matrix $\varepsilon$ removes it and yields the canonical orbitals.

**The ion Be⁺, $1s^22s$.** Here $q_1=2$ and $q_2=1$. Put

$$A=\langle P_1|hP_2\rangle+\int\frac{P_1P_2Y_{11}}rdr,\qquad B=\int\frac{P_1P_2Y_{22}}rdr .$$

From $W_1$ one finds $\langle P_2|F_1P_1\rangle=A+B-\frac12B$, because $\int P_2^2Y_{12}/r\,dr=B$. From $W_2$, the direct term with weight 2 and the exchange term with weight 1 leave $\langle P_1|F_2P_2\rangle=A$. Condition (2) reads $2(A+\frac12B)=A$, so $A=-B$ and

$$\lambda_{12}=-\int_0^\infty\frac{P_1P_2Y_{22}}r\,dr .\tag{3}$$

Choose $P_1>0$ and the outer lobe of $P_2$ positive. The product $P_1P_2$ integrates to zero and is negative inside, where the potential $Y_{22}/r$ is larger. The integral is then negative and $\lambda_{12}$ positive. This multiplier cannot be rotated away, since the rotation is now fixed by (2).

## A differential equation for $Y^k$

Let $\rho=P_aP_b$ and split the integral at $r$:

$$Y^k=r^{-k}a(r)+r^{k+1}b(r),\quad a=\int_0^rs^k\rho\,ds,\quad b=\int_r^\infty s^{-k-1}\rho\,ds .$$

Since $a'=r^k\rho$ and $b'=-r^{-k-1}\rho$, the terms with $a'$ and $b'$ cancel in the first derivative, leaving $Y^{k\prime}=-kr^{-k-1}a+(k+1)r^kb$. A second differentiation gives

$$Y^{k\prime\prime}=\frac{k(k+1)}{r^2}Y^k-\frac{2k+1}r\rho ,\tag{4}$$

where the source collects $-k\rho/r$ and $-(k+1)\rho/r$. Near the origin $Y^k\propto r^{k+1}$, provided $\rho$ vanishes faster than $r^k$, so that $b(0)$ is finite. For s orbitals $\rho\propto r^2$, and this holds for the $k=0$ needed here. At a radius $R$ beyond the charge, $Y^k(R)=R^{-k}\int_0^Rs^k\rho\,ds$. For $k=0$ this boundary value is 1 if $a=b$ and 0 otherwise.

## The grid and its difference formula

Orbitals vary on the scale $1/Z$ near the nucleus and on a scale of several bohr outside. Equal steps $h$ in $x=\ln r$ serve both regions. With $P=\sqrt r\,f$ and $d/dr=r^{-1}d/dx$,

$$P'=r^{-1/2}\left(f_x+\tfrac12f\right),\qquad P''=r^{-3/2}\left(f_{xx}-\tfrac14f\right).$$

The factor $\sqrt r$ was chosen because it cancels the $f_x$ terms in $P''$. The same substitution $Y^k=\sqrt r\,y$ turns (4) into

$$y_{xx}=\left(k+\tfrac12\right)^2y-(2k+1)\sqrt r\,\rho .$$

An orbital equation $-\frac12P''-\sigma P=R_a$, with a given right side $R_a(r)$, becomes

$$f_{xx}=\left(\tfrac14-2\sigma r^2\right)f-2r^{3/2}R_a .$$

Both have the form $u''=qu-s$. By Taylor expansion,

$$u_{i+1}-2u_i+u_{i-1}=h^2u''+\frac{h^4}{12}u^{(4)}+\frac{h^6}{360}u^{(6)}+\dots$$
$$\frac{h^2}{12}\left(u''_{i+1}+10u''_i+u''_{i-1}\right)=h^2u''+\frac{h^4}{12}u^{(4)}+\frac{h^6}{144}u^{(6)}+\dots$$

The two sides differ by $h^6(\frac1{360}-\frac1{144})u^{(6)}=-h^6u^{(6)}/240$. Dropping this and inserting $u''=qu-s$ gives Numerov's formula. With $t=h^2/12$,

$$(1-tq_{i-1})u_{i-1}-(2+10tq_i)u_i+(1-tq_{i+1})u_{i+1}=-t(s_{i-1}+10s_i+s_{i+1}).$$

This is a tridiagonal system, solved in a time proportional to the number of points. At the inner end $u_0=e^{-\beta h}u_1$, with $\beta=\frac12$ for orbitals (so $P\propto r$) and $\beta=k+\frac12$ for $y$. At the outer end $f=0$, and $y$ takes its known value.

Integrals use the trapezoidal rule in $x$, with $dr=r\,dx$. By the Euler-Maclaurin formula, the power-law part of its error for a smooth integrand consists of terms in the derivatives at the two ends. The energy integrands are exponentially small at the outer end and at most of order $Z^4r_0^2$ at the inner radius $r_0$, so the rule adds no appreciable $h^2$ error. The sums behind the numbers below give the two end points full weight instead of half weight. This adds a term linear in $h$, of order $hZ^4r_0^2$, which lowers the Be energy by $3\times10^{-9}$ hartree with 400 intervals and by $8\times10^{-10}$ with 1600. The kinetic energy needs $g=f_{xx}$ explicitly. It follows from the tridiagonal system $(g_{i+1}+10g_i+g_{i-1})/12=(f_{i+1}-2f_i+f_{i-1})/h^2$, with $g=f/4$ at the inner end and $g=0$ at the outer.

## The iteration

1. From the current orbitals compute $Y_{ab}$, $W_a$ and the matrix elements $\langle P_b|F_aP_a\rangle$. Set $\lambda_{ab}$ to the mean of the two sides of (2), and $\varepsilon_{ab}=\lambda_{ab}/q_a$, including $a=b$.
2. For each shell solve
$$\left(-\tfrac12\frac{d^2}{dr^2}-\sigma_a\right)N_a=(\varepsilon_{aa}-\sigma_a)P_a+\sum_{b\ne a}\varepsilon_{ab}P_b-W_a,$$
with $\sigma_a=\min(\varepsilon_{aa},-0.1)$.
3. With $S_{ab}=\langle N_a|N_b\rangle$, replace the orbitals by $S^{-1/2}N$.
4. Stop when the root of the summed squared norms of the orbital changes is below $10^{-9}$.

A stationary point of this procedure solves (1), in spite of the orthonormalization. Suppose $S^{-1/2}N=P$. Then $N_a-P_a=d_a=\sum_bK_{ab}P_b$ with $K=S^{1/2}-1$ symmetric. Step 2 gives

$$\left(-\tfrac12\frac{d^2}{dr^2}-\sigma_a\right)d_a=\sum_b\varepsilon_{ab}P_b-F_aP_a\equiv\eta_a .$$

By the choice of $\lambda_{ab}$, $q_a\langle P_b|\eta_a\rangle=\frac12(q_b\langle P_a|F_bP_b\rangle-q_a\langle P_b|F_aP_a\rangle)$, which is antisymmetric in $a,b$. Therefore

$$\sum_aq_a\langle d_a|\eta_a\rangle=\sum_{ab}K_{ab}\,q_a\langle P_b|\eta_a\rangle=0 .$$

The left side equals $\sum_aq_a\langle d_a|(-\frac12d^2/dr^2-\sigma_a)d_a\rangle$. With $\sigma_a<0$ each term is positive unless $d_a=0$. So $d_a=0$ and $\eta_a=0$, which is (1).

This argument does not show that the iteration converges from every start, or that the stationary point is the lowest one. The starting functions used here are $re^{-(Z-0.3)r}$ and $r^2e^{-(Z-2.05)r/2}$, the second made orthogonal to the first.

## Results

The grid runs from $r_0=10^{-5}$ to $R=40$ bohr in 1600 intervals, so $h=\ln(4\times10^6)/1600=0.009501$.

**Helium** converges in 17 iterations to $I_1=-1.943724$ and $F_{11}=1.025769$ hartree. The energy is

$$E=2I_1+F_{11}=-3.887448+1.025769=-2.861679,$$

or $-2.861680$ hartree ($-77.870$ eV) before the integrals are rounded. This is 0.01402 hartree below the single exponential. The orbital energy is $I_1+F_{11}=-0.91796$ hartree.

**Beryllium** converges in 18 iterations, with $\varepsilon_{12}=-0.027433$ hartree left over. If the starting pair is first rotated by 0.3 rad, convergence takes 64 iterations and ends at

$$\varepsilon_{11}=-4.364438,\quad\varepsilon_{22}=-0.677502,\quad\varepsilon_{12}=1.221983\ \text{hartree}.$$

The total energies of the two runs differ by less than $10^{-12}$ hartree. The eigenvalues of the second matrix are

$$-2.520970\pm\sqrt{1.843468^2+1.221983^2}=-2.520970\pm2.211700,$$

that is, $-4.73267$ and $-0.30927$ hartree for the canonical 1s and 2s. In these orbitals the integrals, in hartree, are:

- $I_1=-7.942123$ and $I_2=-1.588961$
- $F_{11}=2.272989$, $F_{22}=0.343227$ and $F_{12}=0.480907$
- $G_{12}=0.025349$

The total energy follows as

$$\begin{aligned}E&=2(I_1+I_2)+F_{11}+F_{22}+4F_{12}-2G_{12}\\&=-19.062168+2.616216+1.923628-0.050698=-14.573022,\end{aligned}$$

or $-14.573023$ hartree ($-396.552$ eV) without the rounding of the integrals.

**Be⁺** needs 68 iterations and has $E=-14.277395$ hartree. Its multiplier is $\lambda_{12}=0.009380$ hartree, and the integral in (3) gives the same value. Rotating the converged orbitals by 0.05 rad in either direction raises the energy by 0.010836 hartree. In neutral beryllium such a rotation costs nothing.

## Error analysis

**Step size.** Numerov's formula replaces $f_{xx}$ by $f_{xx}-h^4f^{(6)}/240$ to leading order. Since the energy is stationary, the orbital errors enter it at second order, and the leading error is that of the functional itself. For one electron the kinetic part is

$$\Delta T=\frac{h^4}{480}\int ff^{(6)}dx=-\frac{h^4}{480}\int\left(f_{xxx}\right)^2dx,$$

after three integrations by parts with negligible end terms. The errors of $Y$ add further terms in $h^4$. Because the kinetic part is negative, a grid energy need not be an upper bound. The energies in hartree are:

| Intervals | He | Be |
|---|---|---|
| 400 | −2.861680017 | −14.573023303 |
| 800 | −2.861679993 | −14.573023095 |
| 1600 | −2.861679991 | −14.573023081 |

They do approach their limits for $h\to0$ at fixed $r_0$ from below. Successive differences, taken before rounding, have the ratios 15.65 for He and 15.28 for Be, near the value $2^4=16$ of a pure $h^4$ law. With half weights at the end points, which remove the end-weight term linear in $h$, the ratios become 16.03 and 16.16. If $E_h=E_0+Ch^4$, then $E_{2h}-E_h=15Ch^4$. The $h^4$ error left in Be on the finest grid is thus about $1.4\times10^{-8}/15\approx10^{-9}$ hartree. The linear term is of similar size there: refining to 12800 intervals raises the Be energy by $1.4\times10^{-9}$ hartree in all.

**Inner end.** Refining $h$ does not remove the error of the condition $P\propto r$ at $r_0$. Near the nucleus the regular solution is proportional to $r-Zr^2$. The imposed condition admits a small constant $c$:

$$\frac{r_0-Zr_0^2+c}{r_1-Zr_1^2+c}=\frac{r_0}{r_1}\quad\Rightarrow\quad c(r_1-r_0)=-Zr_0r_1(r_1-r_0),$$

so $c=-Zr_0r_1\approx-Zr_0^2$. To estimate its effect, hold the mean field fixed and treat it as a local potential. Let $P$ be the true orbital with energy $\varepsilon$, and $u$ the computed one with energy $\varepsilon+\delta$. Multiply the equation for $u$ by $P$, that for $P$ by $u$, subtract and integrate from $r_0$ outward:

$$\delta\int uP\,dr=\tfrac12\left(Pu'-uP'\right)_{r_0}\approx-\tfrac12c\,P'(0)^2 .$$

The last step uses $P\approx P'(0)r$ and $u\approx P'(0)(r+c)$. With the unscreened 1s value $P'(0)^2=4Z^3$ and $\int uP\,dr\approx1$, this gives $\delta\approx2Z^4r_0^2$ per 1s electron. For two such electrons the total is about $6\times10^{-9}$ hartree in He and $1\times10^{-7}$ in Be, both upward. On the finest grid this estimate exceeds the step error. It falls as $r_0^2$, so a smaller $r_0$ is the remedy if more digits are wanted.

**Outer end.** The slowest decay in Be is that of 2s, roughly $e^{-\kappa r}$ with $\kappa=\sqrt{2\times0.30927}=0.786$. At 40 bohr the density carries a factor $e^{-63}$, and the cut is harmless. A weakly bound orbital would need a larger $R$.

These errors leave $-2.86168$ and $-14.57302$ hartree secure to the digits given, as energies of the Hartree-Fock model. Electron correlation, relativity and nuclear motion lie outside it. For p or d shells the grid equations keep their form with a centrifugal term added, but $k>0$ enters, and each $Y^k$ needs its angular coefficient.
